# Fermi-level shifting and doping-enhanced solid-phase epitaxy in silicon

During solid-phase epitaxy an amorphous silicon layer crystallizes onto the crystal beneath it. In the model treated here, atoms join the crystal when defects at the interface rearrange bonds. Doping moves the Fermi level and so changes how many of these defects are charged. The problem is to find the resulting change in growth velocity, and the conditions under which there is any change at all.

**Setting.** The interface has independent sites. A site is either free of defects or holds one defect with a single active orbital, which can contain zero, one or two electrons. The defects exchange electrons with the crystal, whose Fermi level is $E_F$. The bands are flat up to the interface, and energies are measured from the valence-band edge. Doping changes neither the band gap, nor the defect levels, nor the formation free energy of a neutral defect, nor the rates of bond rearrangement. Subscripts $d$ and $i$ denote doped and intrinsic silicon at the same temperature $T$.

## (a) Charge states of one defect

**Let the orbital energy be $\varepsilon$ and the repulsion between two electrons in it $U$. Forming a neutral defect costs a free energy $F_0$, spin entropy excluded. Find the statistical weights of the three charge states.**

**Solution.** With $n$ electrons the orbital has energy $\mathcal E_0=0$, $\mathcal E_1=\varepsilon$ or $\mathcal E_2=2\varepsilon+U$. The defect is neutral for $n=1$. A neutral defect forms by rearranging bonds, without taking an electron from the crystal, so the number of electrons taken from the reservoir is $n-1$, not $n$. The cost of a defect with $n$ electrons is therefore

$$
\Phi_n=F_0+\mathcal E_n-\mathcal E_1-(n-1)E_F .
$$

A charge-transition level is the Fermi energy at which two charge states cost the same, spin entropy aside. Setting $\Phi_0=\Phi_1$ gives the $(+/0)$ level $E^+=\varepsilon$. Setting $\Phi_2=\Phi_1$ gives the $(0/-)$ level $E^-=\varepsilon+U$. Hence

$$
\Phi_0=F_0+E_F-E^+,\qquad \Phi_1=F_0,\qquad \Phi_2=F_0+E^--E_F .
$$

The single electron has two spin states, while the empty and the doubly occupied orbital have one state each. The weights relative to a defect-free site are

$$
w_0=2e^{-F_0/kT},\qquad
w_-=e^{-(F_0+E^--E_F)/kT},\qquad
w_+=e^{-(F_0+E_F-E^+)/kT}.
$$

Dividing by $w_0$ gives the charged-to-neutral ratios

$$
x_-=\frac{n_-}{n_0}=\frac12e^{(E_F-E^-)/kT},\qquad
x_+=\frac{n_+}{n_0}=\frac12e^{(E^+-E_F)/kT}.
$$

The neutral weight does not contain $E_F$. Raising the Fermi level adds negative defects; it does not merely convert a fixed stock of neutral ones.

## (b) The velocity ratio

**Express $R=v_d/v_i$ through the Fermi level. State what happens when the defects are not dilute, or when the charge states work at different rates.**

**Solution.** Let a defect of charge state $q$ cause $k_q$ rearrangements per unit time, each crystallizing a volume $\Omega$. With $n_q$ defects per unit area,

$$
v=\Omega\sum_q k_qn_q .
$$

If all $k_q$ are equal, $v$ is proportional to the total number of defects. Write $S=x_-+x_+$ and $W=w_0+w_-+w_+=w_0(1+S)$. Since the defect-free state has weight 1, the occupied fraction of sites is

$$
\theta=\frac{W}{1+W}.
$$

The factor $w_0$ is the same in both materials, so

$$
\frac{\theta_d}{\theta_i}
=\frac{W_d}{W_i}\,\frac{1+W_i}{1+W_d}
=\frac{1+S_d}{1+S_i}\,\frac{1+W_i}{1+W_d}.
$$

When $W_i$ and $W_d$ are both small, the last factor tends to 1. Diluteness must hold in the doped material too, where the defects may be more numerous.

Now measure the Fermi level from its intrinsic position $E_i$:

$$
y=e^{(E_F-E_i)/kT},\qquad
a=\frac12e^{(E_i-E^-)/kT},\qquad
b=\frac12e^{(E^+-E_i)/kT}.
$$

Then $x_-=ay$ and $x_+=b/y$, while intrinsic silicon has $y=1$. The dilute result is

$$
\boxed{R=\frac{1+ay+b/y}{1+a+b}}
$$

This is the ratio of neutral-plus-charged populations. If positive defects are negligible in both the doped and the intrinsic material, $b$ can be dropped; if negative defects are, $a$ can be dropped.

For unequal rates, divide the velocity by $\Omega k_0n_0$. Each charged population is then weighted by its relative rate, which amounts to the replacements

$$
a\to a\,\frac{k_-}{k_0},\qquad b\to b\,\frac{k_+}{k_0}.
$$

The first is equivalent to lowering $E^-$ by $kT\ln(k_-/k_0)$, because

$$
\frac{k_-}{k_0}\,e^{(E_i-E^-)/kT}
=e^{[E_i-(E^--kT\ln(k_-/k_0))]/kT}.
$$

For dilute defects, velocity ratios at one temperature therefore cannot separate a rate ratio from a shift of the level. At finite coverage the two are no longer equivalent: a lower level fills more sites, whereas a higher rate does not.

## (c) Must the neutral population stay fixed?

**Suppose that defects are created neutral, at a rate $G$ per unit area. Neutral defects disappear at rate $A$ each and charged ones at rate $\lambda A$. Charge exchange is much faster than loss. Find the new ratio $R_\lambda$.**

**Solution.** Fast exchange maintains $n_-=x_-n_0$ and $n_+=x_+n_0$. In the steady state creation balances loss:

$$
G=An_0+\lambda A(n_-+n_+)=An_0(1+\lambda S).
$$

The total population is

$$
n_{\rm tot}=n_0(1+S)=\frac GA\,\frac{1+S}{1+\lambda S}.
$$

With $G$ and $A$ unaffected by doping,

$$
R_\lambda=R\,\frac{1+\lambda S_i}{1+\lambda S_d}.
$$

For $\lambda=0$ the neutral population is $G/A$ in both materials, and the result of (b) returns. For $\lambda=1$ every defect is lost at the same rate, the total is $G/A$, and $R_1=1$. The Fermi level still changes the charge of the defects, but growth with equal $k_q$ does not respond. A shift of the Fermi level is thus not sufficient for enhancement.

This does not contradict the equilibrium calculation in (a). In equilibrium, each loss process is balanced by its reverse, so charged defects are also created, at the rate $\lambda AS\,n_0^{\rm eq}$. Adding this to the neutral creation rate $An_0^{\rm eq}$ gives

$$
An_0^{\rm eq}(1+\lambda S)=An_0(1+\lambda S),
$$

and hence $n_0=n_0^{\rm eq}$ for any $\lambda$. The enhancement is reduced when charged defects have a loss channel without its balancing creation channel.

## (d) From dopant concentration to Fermi level

**Let $N$ be the concentration of donors minus that of acceptors, all ionized. Find $y$ for nondegenerate carriers and the first correction for degenerate electrons.**

**Solution.** For nondegenerate carriers in parabolic bands, the electron concentration $n$ is proportional to $e^{E_F/kT}$ and the hole concentration $p$ to $e^{-E_F/kT}$. Both equal $n_i$ at $E_F=E_i$, so $n=n_iy$ and $p=n_i/y$. Charge neutrality, $p-n+N=0$, becomes

$$
y-\frac1y=\frac N{n_i}.
$$

With $\delta=N/(2n_i)$ this is $y^2-2\delta y-1=0$. Since $y$ must be positive,

$$
y=\delta+\sqrt{1+\delta^2}.
$$

At high doping the Pauli principle matters. Let $N_c$ be the effective density of states of the conduction band, $E_c$ its edge, and $z=e^{(E_F-E_c)/kT}$. Expanding the Fermi function in powers of $z$ and integrating over the parabolic band gives

$$
\frac n{N_c}=z-\frac{z^2}{2^{3/2}}+\cdots .
$$

Put $u=n/N_c$. Inverting to second order, $z=u+u^2/\sqrt8+\cdots$, so $\ln z=\ln u+u/\sqrt8+\cdots$. Subtracting the same relation for intrinsic silicon gives

$$
y\simeq\frac n{n_i}\exp\!\left(\frac{n-n_i}{\sqrt8\,N_c}\right).
$$

For $n>n_i$ the Fermi level must rise further than the nondegenerate law says to hold the same number of electrons. The defects respond to $y$, not directly to $n/n_i$. For holes, $1/y$, $p$ and $N_v$ take the places of $y$, $n$ and $N_c$.

Equal donor and acceptor concentrations give $N=0$, $y=1$ and $R=1$. This prediction for compensated silicon rests on the assumption that dopants act through the Fermi level alone. If the bands bend, $E_F$ must be measured from the valence edge at the interface, and the bulk value of $y$ no longer suffices.

## (e) Light doping and the slowest growth

**Does either type of doping speed up growth from the first added dopant? Find the minimum of $R$.**

**Solution.** To first order in $N/n_i$, part (d) gives $y\simeq1+N/(2n_i)$ and $1/y\simeq1-N/(2n_i)$. Hence

$$
R\simeq1+\frac{a-b}{1+a+b}\,\frac N{2n_i}.
$$

If $b>a$, a few donors slow growth: they remove more positive defects than they add negative ones. If $a>b$, a few acceptors slow it.

The derivative of the full ratio is

$$
\frac{dR}{dy}=\frac{a-b/y^2}{1+a+b}.
$$

It vanishes at $y=\sqrt{b/a}$. The second derivative, $2b/[y^3(1+a+b)]$, is positive, so this is a minimum. There $ay=b/y=\sqrt{ab}$, and

$$
R_{\min}=\frac{1+2\sqrt{ab}}{1+a+b}.
$$

From the definitions, $b/a=e^{(E^++E^--2E_i)/kT}$. Equating this to $y^2=e^{2(E_F-E_i)/kT}$ gives

$$
E_F=\frac{E^++E^-}{2}.
$$

With equal rates $k_q$ and the equilibrium populations of (a), growth is slowest when the Fermi level lies midway between the two defect levels. To find where the retardation ends, subtract the intrinsic numerator from the doped one:

$$
ay+\frac by-a-b=(y-1)\left(a-\frac by\right).
$$

Besides $y=1$, the ratio returns to 1 at $y=b/a$. For nondegenerate carriers this corresponds to $N=n_i(b/a-a/b)$.

## (f) A worked case

**Take $T=800$ K, a gap of 0.95 eV, density-of-states masses of 1.2 (electrons) and 1.0 (holes) free-electron masses, $E^-=0.80$ eV and $E^+=0.20$ eV. Evaluate $R$ and judge the approximations.**

**Solution.** These are round model parameters of silicon-like size, not values fitted to growth data. Fermi–Dirac carriers give $n_i=1.275\times10^{17}\ {\rm cm^{-3}}$ and $E_i=0.4656$ eV. With $kT=0.06894$ eV,

$$
a=\frac12\exp\!\left(\frac{0.4656-0.80}{0.06894}\right)=0.00391,
$$

$$
b=\frac12\exp\!\left(\frac{0.20-0.4656}{0.06894}\right)=0.0106 .
$$

Solving charge neutrality gives these values, with negative $N$ for net acceptors:

| $N$ (cm$^{-3}$) | $E_F$ (eV) | $y$ | $R$ |
|---:|---:|---:|---:|
| $-10^{20}$ | $-0.016$ | $9.26\times10^{-4}$ | 12.28 |
| $-10^{19}$ | 0.163 | 0.0123 | 1.83 |
| $10^{17}$ | 0.492 | 1.467 | 0.9985 |
| $10^{19}$ | 0.768 | 80.4 | 1.30 |
| $10^{20}$ | 0.942 | 1001 | 4.84 |

For $10^{20}\ {\rm cm^{-3}}$ net donors, $ay=3.913$ and $b/y$ is negligible, so

$$
R=\frac{1+3.913}{1+0.00391+0.01062}=4.84 .
$$

For as many net acceptors, $b/y=11.46$ and $R=12.46/1.0145=12.28$. The charged term is larger on the p side by $11.46/3.913=2.93$; the two values of $R$ differ by the smaller factor 2.54, because the neutral term is common to both. Most of the 2.93 is $b/a=2.72$. The remaining factor, $(1/9.26\times10^{-4})/1001\simeq1.08$, comes from the two Fermi-level shifts, which differ because the smaller $N_v$ makes the holes more degenerate.

**Light doping.** Since $b>a$, donors first retard growth. The minimum is $R_{\min}=0.9984$ at $E_F=0.50$ eV, a reduction of 0.16% relative to intrinsic growth. The ratio returns to 1 at $N\simeq1.275\times10^{17}(2.72-0.37)\simeq3.0\times10^{17}\ {\rm cm^{-3}}$. With these levels the retardation is a matter of principle rather than a sizeable effect.

**Degeneracy.** At $10^{20}\ {\rm cm^{-3}}$ net donors, $n/n_i=785$ but $y=1001$. The correction in (d), with $N_c=1.4365\times10^{20}\ {\rm cm^{-3}}$, gives $784.5\,e^{0.2458}\simeq1003$, close to the full solution. Using $n/n_i$ in place of $y$ would give $R=4.01$, which is 17% below 4.84.

**Fixed gap.** The table keeps the gap at 0.95 eV for every doping, whereas heavy doping narrows the gap of real silicon. If the conduction-band edge at $10^{20}\ {\rm cm^{-3}}$ net donors were lower by 0.05 eV, with the valence edge and the defect levels unchanged, $R$ would fall from 4.84 to 2.85. This is a larger change than the degeneracy correction, and the same shift at $10^{19}\ {\rm cm^{-3}}$ would lower $R$ from 1.30 to 1.14. For $10^{20}\ {\rm cm^{-3}}$ net acceptors, a valence edge raised by 0.05 eV relative to the defect levels would lower $R$ from 12.28 to 6.46. The entries for $|N|\ge10^{19}\ {\rm cm^{-3}}$ are therefore results of the model, not predictions for real silicon.

**Ionization.** At $|N|=10^{20}\ {\rm cm^{-3}}$ the Fermi level lies beyond a shallow dopant level. If the dopants kept isolated levels 45 meV from the band edges, with degeneracy factors 2 for donors and 4 for acceptors, $R$ would be 2.45 instead of 4.84 and 3.70 instead of 12.28. Full ionization at such concentrations presumes that the dopant states have merged with the band, and $N$ counts only electrically active dopants.

**Recovering the level.** If $b$ is neglected, $R(1+a)=1+ay$, and therefore

$$
a=\frac{R-1}{y-R},\qquad E^-=E_i-kT\ln(2a).
$$

For n-type doping this requires $1<R<y$. Inserting $R=4.843$ and $y=1000.8$ gives $a=0.00386$ and $E^-=0.801$ eV. The 1 meV excess over the input level is the cost of neglecting $b$. Using $n/n_i$ instead of $y$ gives 0.784 eV, an error of 16 meV relative to the input, even though the velocity ratio is known perfectly.

**Coverage and loss.** For a neutral weight $w_0=10^{-3}$, finite coverage lowers $R$ only from 4.84 to 4.82. A larger weight would lower it more. At $10^{20}\ {\rm cm^{-3}}$ net donors, loss of charged defects also lowers $R$. In the kinetic model of (c), with dilute defects and $\lambda=0.1$,

$$
R_{0.1}=4.843\,\frac{1+0.1(0.0145)}{1+0.1(3.913)}=3.49,
$$

and with $\lambda=1$ the ratio is 1. A level extracted from growth data is thus conditional on the assumed defect kinetics as well as on the Fermi level. Further values are in the numerical output below.

## Computed values

```
temperature = 800 K
kT = 0.06894 eV
band gap = 0.95 eV
electron, hole DOS masses = 1.2, 1.0 m_e
defect level (0/-) = 0.80 eV above valence edge
defect level (+/0) = 0.20 eV above valence edge
N_c = 1.4365e+20 cm^-3
N_v = 1.0928e+20 cm^-3
n_i = 1.2746e+17 cm^-3
E_i = 0.46557 eV above valence edge
a = 0.003910 (dimensionless)
b = 0.010616 (dimensionless)
net donors (cm^-3), E_F (eV), y, a*y, b/y, R:
 -1.0e+20 -0.01591  9.2641e-04  3.622e-06  1.146e+01  12.28071
 -1.0e+19  0.16261  1.2344e-02  4.826e-05  8.600e-01   1.83341
 -1.0e+18  0.32227  1.2510e-01  4.891e-04  8.486e-02   1.06981
  0.0e+00  0.46557  1.0000e+00  3.910e-03  1.062e-02   1.00000
  1.0e+17  0.49197  1.4667e+00  5.734e-03  7.238e-03   0.99847
  1.0e+18  0.60882  7.9881e+00  3.123e-02  1.329e-03   1.01778
  1.0e+19  0.76800  8.0395e+01  3.143e-01  1.320e-04   1.29564
  1.0e+20  0.94184  1.0008e+03  3.913e+00  1.061e-05   4.84261
initial slope dR/d(N/n_i) = -0.003305
E_F at slowest growth = 0.5000 eV above valence edge
minimum R = 0.998383
for net donors 1e20 cm^-3:
n/n_i = 784.54
y = 1000.81
R using y = 4.8426
R using n/n_i for y = 4.0092
recovered (0/-) level using y = 0.8009 eV
recovered level using n/n_i = 0.7840 eV
neutral site weight w0 = 1.0e-03 (dimensionless)
R with this coverage = 4.8238
R at charged/neutral loss ratio 0.0 = 4.8426
R at charged/neutral loss ratio 0.1 = 3.4857
R at charged/neutral loss ratio 1.0 = 1.0000
```
